# Electron Capture at a Dislocation with a Charge-Dependent Barrier, part 1

(Sections cited here and not found follow in the second part.)

A dislocation in an n-type semiconductor carries electron traps along its line. In a deep-level transient measurement a voltage pulse floods these traps with free electrons for a chosen time, and the charge captured during the pulse is read from the signal that follows. The captured electrons repel those that arrive later. The problem is to find how the captured charge depends on the pulse duration, and over what range of durations the answer holds.

## First half: the kinetics of filling

**Setting and conventions.** The dislocation is a straight line with $\lambda_s$ capture sites per unit length, each able to hold one electron. At time $t$ after the start of the pulse it holds $\lambda(t)$ electrons per unit length. During the pulse the surrounding crystal is neutral, with free electron density $n$ far from the line. All energies are electron energies, so a positive barrier $\phi$ repels electrons. Lengths are in nm and energies in eV, because Hartree units are unnatural for screening distances of hundreds of nm and times of microseconds.

The description is a mean-field one: the barrier depends on the average charge $\lambda$, not on the individual history of each site.

### (a) The rate equation

*Write the equation for $\lambda(t)$ when the band edge at the core is raised by $\phi(\lambda)$. Find the emission rate from detailed balance. What would the filling curve be if the barrier were fixed?*

**Solution.** Capture needs a free electron at the core. If electrons move between bulk and core quickly compared with the capture rate, the two regions stay in mutual equilibrium. For a non-degenerate electron gas the density at the core is then

$$n_{\rm core}=n\,e^{-\phi/kT}.$$

An empty site with capture cross-section $\sigma$, exposed to electrons of mean thermal speed $v$, captures at the rate $\sigma v n_{\rm core}$. There are $\lambda_s-\lambda$ empty sites per unit length. If each occupied site emits at the rate $e_n$,

$$\frac{d\lambda}{dt}=\sigma v n\,(\lambda_s-\lambda)\,e^{-\phi(\lambda)/kT}-e_n\lambda. \tag{1}$$

To find $e_n$, let $E_c$ be the band edge at the core, $E_F$ the Fermi level, and $E_T$ the depth of the trap level below $E_c$. The level moves with the local band edge, so $E_T$ stays fixed as the line charges. In equilibrium the occupied fraction $f$ obeys, for a level without extra degeneracy,

$$\frac{f}{1-f}=e^{(E_F-E_c+E_T)/kT},\qquad n_{\rm core}=N_C\,e^{-(E_c-E_F)/kT},$$

where $N_C$ is the effective density of band states. Detailed balance requires $\sigma v n_{\rm core}(1-f)=e_n f$, hence

$$e_n=\sigma v N_C\,e^{-(E_c-E_F)/kT}\,e^{-(E_F-E_c+E_T)/kT}=\sigma v N_C\,e^{-E_T/kT}. \tag{2}$$

The position of the local band edge cancels. An electron leaving the trap must climb $E_T$ to the top of the barrier, whatever the height of that top above the bulk band edge. The repulsion therefore slows capture but leaves this emission rate unchanged.

If $\phi$ were fixed and emission negligible, (1) would be linear. With $c=\sigma v n\,e^{-\phi/kT}$ and an empty line at the start, it reads $d(\lambda_s-\lambda)/dt=-c(\lambda_s-\lambda)$, so that

$$\lambda=\lambda_s\left(1-e^{-ct}\right).$$

A fixed barrier makes capture slower, but the curve is still an exponential that saturates after a few times $1/c$. The different behaviour found next comes from the change of the barrier during filling.

### (b) A barrier that rises linearly

*Let $\phi=\phi_a+\beta\lambda$ with $\beta>0$. Neglect emission and the loss of empty sites, and let the line carry the charge $\lambda_1$ at the start of the pulse. Solve for $\lambda(t)$ and discuss short and long pulses.*

**Solution.** With $\lambda_s-\lambda\approx\lambda_s$ and $e_n=0$, equation (1) becomes

$$\frac{d\lambda}{dt}=\sigma v n\lambda_s\,e^{-\phi_a/kT}\,e^{-\beta\lambda/kT}.$$

The exponent defines a natural unit of charge, and the prefactor a natural unit of time:

$$\lambda_0=\frac{kT}{\beta},\qquad t_0=\frac{\lambda_0\,e^{\phi_a/kT}}{\sigma v n\lambda_s}. \tag{3}$$

The prefactor equals $\lambda_0/t_0$, so the equation separates:

$$e^{\lambda/\lambda_0}\,d\lambda=\frac{\lambda_0}{t_0}\,dt.$$

Integrate the left side from $\lambda_1$ to $\lambda$ and the right side from $0$ to $t$:

$$\lambda_0\left(e^{\lambda/\lambda_0}-e^{\lambda_1/\lambda_0}\right)=\lambda_0\frac{t}{t_0}.$$

Divide by $\lambda_0$ and take the logarithm:

$$\boxed{\lambda(t)=\lambda_0\ln\left(e^{\lambda_1/\lambda_0}+\frac{t}{t_0}\right)} \tag{4}$$

For short pulses, $t\ll t_0e^{\lambda_1/\lambda_0}$, take the first term out of the logarithm and use $\ln(1+x)\approx x$:

$$\lambda\approx\lambda_1+\frac{\lambda_0}{t_0}e^{-\lambda_1/\lambda_0}\,t.$$

The charge first grows linearly, at the rate set by the initial barrier. For long pulses, $t\gg t_0e^{\lambda_1/\lambda_0}$, take out $t/t_0$ instead:

$$\lambda\approx\lambda_0\ln\frac{t}{t_0}+\lambda_0\,\frac{t_0e^{\lambda_1/\lambda_0}}{t}.$$

The second term, which holds the memory of the starting charge, fades as $1/t$. What remains is a logarithm, with the slope

$$\lambda(10t)-\lambda(t)=\lambda_0\ln10=\frac{kT}{\beta}\ln 10 \tag{5}$$

per decade of pulse duration.

The mechanism can be read from the rate. Each further charge $\lambda_0$ raises the barrier by $\beta\lambda_0=kT$ and lengthens the waiting time by a factor $e$. Equal steps in charge therefore need equal factors in time.

The capture cross-section, the electron density and the site density enter through $t_0$ alone when $\beta$ is held fixed. A cross-section ten times larger moves the curve by one decade along the time axis and leaves its slope unchanged. The slope of the logarithm thus carries information about electrostatics, and its position carries information about capture.

Equation (4) grows without limit, which a real line cannot do. Parts (c) and (e) treat the two effects that stop it.

### (c) A finite number of sites

*Keep the factor $\lambda_s-\lambda$, still without emission, and start from an empty line. Find the relation between $t$ and $\lambda$, and show how the logarithm is modified and how it ends.*

**Solution.** The rate is now $(\lambda_0/t_0)(1-\lambda/\lambda_s)e^{-\lambda/\lambda_0}$. Separation gives

$$t=\frac{t_0}{\lambda_0}\int_0^{\lambda}\frac{e^{x/\lambda_0}}{1-x/\lambda_s}\,dx.$$

Substitute $u=(\lambda_s-x)/\lambda_0$. Then $x=\lambda_s-\lambda_0u$ and $dx=-\lambda_0\,du$, while $1-x/\lambda_s=\lambda_0u/\lambda_s$. The factor $\lambda_0$ from $dx$ cancels the one in the denominator, and the minus sign exchanges the limits:

$$t=\frac{t_0\lambda_s}{\lambda_0}\,e^{\lambda_s/\lambda_0}\int_{(\lambda_s-\lambda)/\lambda_0}^{\lambda_s/\lambda_0}\frac{e^{-u}}{u}\,du.$$

With the exponential integral $E_1(x)=\int_x^\infty e^{-u}u^{-1}du$ this is

$$t=\frac{t_0\lambda_s}{\lambda_0}\,e^{\lambda_s/\lambda_0}\left[E_1\!\left(\frac{\lambda_s-\lambda}{\lambda_0}\right)-E_1\!\left(\frac{\lambda_s}{\lambda_0}\right)\right]. \tag{6}$$

Suppose that many sites are still empty, $\lambda_s-\lambda\gg\lambda_0$, and that $\lambda\gg\lambda_0$. For large $x$, $E_1(x)\approx e^{-x}/x$. The second $E_1$ is then smaller than the first by about $e^{-\lambda/\lambda_0}$ and can be dropped:

$$t\approx t_0\,\frac{\lambda_s}{\lambda_s-\lambda}\,e^{\lambda/\lambda_0}
\quad\Longrightarrow\quad
\lambda\approx\lambda_0\ln\frac{t}{t_0}+\lambda_0\ln\left(1-\frac{\lambda}{\lambda_s}\right). \tag{7}$$

The correction is negative. Even with half of the sites filled it amounts to $-\lambda_0\ln2$, less than one unit $\lambda_0$. The logarithm is thus insensitive to a moderate loss of sites, because the barrier acts exponentially and the site factor linearly.

Close to complete filling, $\lambda_s-\lambda\ll\lambda_0$, the small-argument form $E_1(x)\approx-\gamma-\ln x$ applies, with Euler's constant $\gamma$. Solving (6) for $\ln(\lambda_s-\lambda)$ gives

$$\ln\frac{\lambda_s-\lambda}{\lambda_0}\approx-\gamma-E_1\!\left(\frac{\lambda_s}{\lambda_0}\right)-\frac{\lambda_0}{t_0\lambda_s}\,e^{-\lambda_s/\lambda_0}\,t.$$

By (3) the coefficient of $t$ equals $\sigma v n\,e^{-(\phi_a+\beta\lambda_s)/kT}$, which is the capture rate at the barrier of the full line. The last sites fill exponentially, since the barrier hardly changes any more.

### (d) What the slope measures

*Let $\phi(\lambda)$ be any smooth, rising barrier. Show that for long pulses $d\lambda/d\ln t$ is fixed by the local derivative of the barrier, and find the first correction.*

**Solution.** Put the site factor and the barrier into one exponent:

$$h(\lambda)=\frac{\phi(\lambda)}{kT}-\ln\left(1-\frac{\lambda}{\lambda_s}\right),\qquad K=\sigma v n\lambda_s.$$

Without emission, (1) becomes $d\lambda/dt=Ke^{-h}$. Its integral is $Kt=\int_{\lambda_1}^{\lambda}e^{h(x)}dx$. Write $e^h=(1/h')\,(h'e^h)$ and integrate by parts. Since $(1/h')'=-h''/h'^2$,

$$Kt=\left[\frac{e^h}{h'}\right]_{\lambda_1}^{\lambda}+\int_{\lambda_1}^{\lambda}\frac{h''}{h'^2}\,e^h\,dx.$$

Treat the remaining integral in the same way, with $h''/h'^3$ in front of $h'e^h$. The terms at the lower limit are smaller by about $e^{h(\lambda_1)-h(\lambda)}$ and are dropped; this is again the loss of memory. Then

$$Kt=\frac{e^{h}}{h'}\left(1+\frac{h''}{h'^2}+\dots\right). \tag{8}$$

Because $d\lambda/d\ln t=t\,d\lambda/dt=Kt\,e^{-h}$,

$$\frac{d\lambda}{d\ln t}=\frac1{h'}\left(1+\frac{h''}{h'^2}+\dots\right), \tag{9}$$

$$h'=\frac{\phi'}{kT}+\frac1{\lambda_s-\lambda},\qquad
h''=\frac{\phi''}{kT}+\frac1{(\lambda_s-\lambda)^2}.$$

To leading order, and with many empty sites, the slope is $kT/\phi'(\lambda)$. It depends on how fast the barrier rises and not on how high it is. Adding a constant to $\phi$ multiplies the time scale and shifts the curve along the $\ln t$ axis. A measured slope therefore yields $\phi'$ at the charge reached. The height of the barrier cannot be found from it unless the prefactor $K$ is known separately.

The expansion needs $|h''|\ll h'^2$: over the charge that raises $h$ by one, the derivative $h'$ must change little. A barrier need not be linear from zero charge upwards to give a nearly logarithmic curve; it has to be nearly linear over the charges covered by the pulses.

### (e) Where emission ends the logarithm

*Include emission again. Find the final charge, the condition for neglecting emission, and the way the final charge is approached.*

**Solution.** Set $d\lambda/dt=0$ in (1) and use (2). The factor $\sigma v$ cancels:

$$n(\lambda_s-\lambda)e^{-\phi/kT}=N_C\,\lambda\,e^{-E_T/kT}.$$

Let $\delta=kT\ln(N_C/n)$ be the depth of the Fermi level below the bulk band edge. Taking logarithms gives the final charge $\lambda_{\rm eq}$ as the root of

$$\phi(\lambda_{\rm eq})=E_T-\delta-kT\ln\frac{\lambda_{\rm eq}}{\lambda_s-\lambda_{\rm eq}}. \tag{10}$$

Filling lifts the trap level until it lies near the Fermi level. The last term measures the distance that remains, and vanishes for half filling.

On the logarithmic part of the curve the net capture rate is $d\lambda/dt\approx\lambda_0/t$. Emission removes $e_n\lambda$. Their ratio must be small:

$$\frac{e_n\lambda\,t}{\lambda_0}\ll1. \tag{11}$$

This condition is stricter than $e_nt\ll1$ by the factor $\lambda/\lambda_0$, because capture has become slow while all the captured electrons can still emit.

Near the final charge, write $\lambda=\lambda_{\rm eq}+\eta$ and expand the net rate $Ke^{-h}-e_n\lambda$ to first order in $\eta$. Its derivative is $-Ke^{-h}h'-e_n$, and at equilibrium $Ke^{-h}=e_n\lambda_{\rm eq}$. Hence

$$\frac{d\eta}{dt}=-e_n\left[1+\lambda_{\rm eq}h'(\lambda_{\rm eq})\right]\eta. \tag{12}$$

The approach is exponential, and faster than $e_n$ when $\lambda_{\rm eq}h'\gg1$, since a small missing charge noticeably lowers the barrier. The logarithm therefore occupies a window of times. It begins when the starting charge is forgotten and closes when (11) fails or when the sites run out.

## Second half: the barrier of a real line and a worked case

**Symbols and results carried over.** The line holds $\lambda$ electrons per unit length on $\lambda_s$ sites; $n$ is the bulk electron density, $\sigma$ the capture cross-section, $v$ the thermal speed, $e_n$ the emission rate and $E_T$ the trap depth below the local band edge. For a barrier $\phi=\phi_a+\beta\lambda$ and an initially empty line, the first half gave

$$\lambda=\lambda_0\ln\left(1+\frac{t}{t_0}\right),\qquad \lambda_0=\frac{kT}{\beta},\qquad t_0=\frac{\lambda_0e^{\phi_a/kT}}{\sigma vn\lambda_s},$$

as long as emission and loss of sites are negligible. For a general barrier the slope is $d\lambda/d\ln t=(1/h')(1+h''/h'^2+\dots)$, where $h=\phi/kT-\ln(1-\lambda/\lambda_s)$. At long times $\sigma vn\lambda_s\,t\approx e^h/h'$. Emission is negligible while $e_n\lambda t/\lambda_0\ll1$.

### (f) The origin of the linear rise

*The captured electrons are screened by ionized donors of density $N_d$. Find the barrier at a vacant site halfway between two captured electrons, and its derivative with respect to $\lambda$.*

For a barrier that rises linearly with the captured charge, the charge grows as the logarithm of the pulse duration, from the time the starting charge is forgotten until emission or the finite number of sites ends this growth. It remains to solve (f) for the barrier of a real line, apply the result to deformed silicon, and estimate the effects the model leaves out.
